**Ising-field identity for a repulsive Hubbard site, tested on one and two sites**

The program tests $e^{-x n_\uparrow n_\downarrow}=\tfrac12 e^{-x(n_\uparrow+n_\downarrow)/2}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)}$ with $\cosh\lambda=e^{x/2}$. Here $x=\Delta\tau U$, $U\ge0$ is the on-site repulsion, $\Delta\tau$ the imaginary-time step, $n_\uparrow$ and $n_\downarrow$ are the number operators of the site, and $s$ is the Ising field. It asserts the identity as a matrix equation for five values of $x$, together with the closed forms of $\lambda$, the rule for inserting $s$, and the charge and imaginary-spin forms for attraction. A numerical solution of the matching conditions is asserted to reproduce the derived constants. For a two-site Hubbard model with $U=4t$, $\mu=t$, $\beta=1/t$ and 8 slices, the sum over all 65,536 field configurations is asserted to equal the sliced trace in the full Fock space; both print as 59.59501247. The relation between field and spin correlations is asserted as well, with printed values of −0.048629 and −0.123590. The output shows that the partition function is 0.417 % too large with the correct $\lambda$ and 19.9 % too small with $\sqrt{x}$ in its place, relative to the unsliced value. The program asserts that these errors are close to second and first order in $\Delta\tau$, respectively.

## Check in Python

```python
"""
Result under test: the discrete Ising-field identity for a repulsive site,
  exp(-x n_up n_dn) = (1/2) exp(-x (n_up+n_dn)/2) sum_{s=+-1} exp(lam s m),
  x = dtau*U >= 0,  m = n_up - n_dn,  cosh(lam) = exp(x/2).
n_up, n_dn: number operators of a site; dtau: imaginary-time step;
U: on-site repulsion; s: Ising field; lam: its coupling to the spin m.
The identity is also used in a two-site Hubbard model with hopping t,
chemical potential mu and inverse temperature beta. Energies are in units
of t, times and beta in units of 1/t.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import fsolve


def annihilators(n_modes):
    """Fermion annihilation operators as matrices in the full Fock space."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(n_modes):
        op = np.eye(1)
        for k in range(n_modes):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


def coupling(x):
    return np.arccosh(np.exp(x / 2))


# ---------- one site: operator identity ----------
c_up, c_dn = annihilators(2)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
charge, spin = n_up + n_dn, n_up - n_dn
one = np.eye(4)

for x in (0.01, 0.1, 0.5, 2.0, 5.0):
    lam = coupling(x)
    direct = expm(-x * n_up @ n_dn)
    field_sum = sum(expm(-x * charge / 2 + lam * s * spin) for s in (1, -1)) / 2
    assert np.allclose(direct, field_sum, atol=1e-11)
    # inserting the field s produces tanh(lam) times the spin operator
    with_s = sum(s * expm(-x * charge / 2 + lam * s * spin) for s in (1, -1)) / 2
    assert np.allclose(with_s, np.tanh(lam) * spin @ direct, atol=1e-11)
    # equivalent closed forms of the coupling
    assert np.isclose(lam, np.log(np.exp(x / 2) + np.sqrt(np.exp(x) - 1)))
    assert np.isclose(np.tanh(lam / 2) ** 2, np.tanh(x / 4))
    assert np.isclose(np.tanh(lam) ** 2, 1 - np.exp(-x))
    # attraction: real coupling to charge, or imaginary coupling to spin
    attractive = expm(x * n_up @ n_dn)
    charge_form = sum(expm(x * (charge - one) / 2 + lam * s * (charge - one))
                      for s in (1, -1)) / 2
    assert np.allclose(attractive, charge_form, rtol=1e-10, atol=1e-10)
    theta = np.arccos(np.exp(-x / 2))
    spin_form = sum(expm(x * charge / 2 + 1j * theta * s * spin)
                    for s in (1, -1)) / 2
    assert np.allclose(attractive, spin_form, rtol=1e-10, atol=1e-10)

# small-x expansion; the neglected term is about 0.002 x^(5/2)
x_small = 0.1
assert abs(coupling(x_small) - np.sqrt(x_small) * (1 + x_small / 12)) < 2e-5
# log of the singly occupied factor when lam is replaced by sqrt(x)
x_tiny = 0.01
log_defect = np.log(np.cosh(np.sqrt(x_tiny))) - x_tiny / 2
assert abs(log_defect / (-x_tiny ** 2 / 12) - 1) < 0.01

# ---------- numerical matching of the ansatz ----------
t, U, mu, beta, n_slices = 1.0, 4.0, 1.0, 1.0, 8
dtau = beta / n_slices
x = dtau * U
lam = coupling(x)


def mismatch(unknowns):
    log_a, b, g = unknowns
    ansatz = sum(np.diag(expm(log_a * one + b * charge + g * s * spin))
                 for s in (1, -1)) / 2
    target = np.diag(expm(-x * n_up @ n_dn))
    return (ansatz - target)[[0, 2, 3]]      # empty, up, double


solved = fsolve(mismatch, [0.1, -0.1, 0.5], xtol=1e-12)
assert np.allclose([solved[0], solved[1], abs(solved[2])], [0, -x / 2, lam],
                   atol=1e-7)

# ---------- two sites: full Fock space ----------
ops = annihilators(4)                        # 1up, 2up, 1dn, 2dn
num = [a.T @ a for a in ops]
site_charge = [num[0] + num[2], num[1] + num[3]]
site_spin = [num[0] - num[2], num[1] - num[3]]
K = -mu * sum(num)
for a, b in ((0, 1), (2, 3)):
    K = K - t * (ops[a].T @ ops[b] + ops[b].T @ ops[a])
V = U * (num[0] @ num[2] + num[1] @ num[3])
Z_exact = np.trace(expm(-beta * (K + V)))


def sliced_z(slices):
    step = beta / slices
    transfer = expm(-step * K) @ expm(-step * V)
    return np.trace(np.linalg.matrix_power(transfer, slices))


def naive_z(slices):
    """Field-averaged slices with sqrt(x) in place of the right coupling."""
    step = beta / slices
    y = step * U
    transfer = expm(-step * K)
    for q, m in zip(site_charge, site_spin):
        transfer = transfer @ (sum(expm(-y * q / 2 + np.sqrt(y) * s * m)
                                   for s in (1, -1)) / 2)
    return np.trace(np.linalg.matrix_power(transfer, slices))


Z_sliced = sliced_z(n_slices)
transfer = expm(-dtau * K) @ expm(-dtau * V)
spin_corr = np.trace(site_spin[0] @ site_spin[1]
                     @ np.linalg.matrix_power(transfer, n_slices)) / Z_sliced

# ---------- two sites: sum over every field configuration ----------
n_fields = 2 * n_slices
labels = np.arange(2 ** n_fields)
fields = 1 - 2 * ((labels[:, None] >> np.arange(n_fields)) & 1)
fields = fields.reshape(-1, n_slices, 2)
hop = expm(-dtau * np.array([[-mu, -t], [-t, -mu]]))


def species_trace(sign):
    B = np.broadcast_to(np.eye(2), (len(labels), 2, 2))
    for l in range(n_slices):
        d = np.exp(-x / 2 + sign * lam * fields[:, l, :])
        B = (hop * d[:, None, :]) @ B
    return np.linalg.det(np.eye(2) + B), B


trace_up, B_up = species_trace(+1)
trace_dn, B_dn = species_trace(-1)
weights = trace_up * trace_dn
Z_fields = weights.sum() / 2 ** n_fields
field_corr = (weights * fields[:, 0, 0] * fields[:, 0, 1]).sum() / weights.sum()

# separate spin species and determinant, checked in Fock space
for label in (0, 12345, 40001):
    product = np.eye(16)
    for l in range(n_slices):
        exponent = sum(-x / 2 * site_charge[i]
                       + lam * fields[label, l, i] * site_spin[i]
                       for i in (0, 1))
        product = expm(-dtau * K) @ expm(exponent) @ product
    assert np.isclose(np.trace(product), weights[label], rtol=1e-9)
    sectors = 1 + np.trace(B_up[label]) + np.linalg.det(B_up[label])
    assert np.isclose(sectors, trace_up[label], rtol=1e-9)

assert np.isclose(Z_fields, Z_sliced, rtol=1e-10)
assert np.isclose(field_corr, (1 - np.exp(-x)) * spin_corr, atol=1e-10)

# error orders at fixed beta
err = {n: sliced_z(n) / Z_exact - 1 for n in (8, 16, 32)}
bad = {n: naive_z(n) / Z_exact - 1 for n in (8, 16, 64, 128)}
ratio_sliced = err[16] / err[32]
ratio_naive = bad[64] / bad[128]
assert abs(ratio_sliced - 4) < 0.1
assert abs(ratio_naive - 2) < 0.1

# ---------- printed numbers ----------
print(f"hopping t = {t:.3f} (unit of energy)")
print(f"repulsion U = {U:.3f} t")
print(f"time step dtau = {dtau:.4f} 1/t")
print(f"x = dtau U = {x:.4f} (dimensionless)")
print(f"cosh(lambda) = exp(x/2) = {np.exp(x / 2):.6f}")
print(f"lambda = {lam:.6f}")
print(f"sqrt(x) = {np.sqrt(x):.6f}")
print(f"sqrt(x)(1 + x/12) = {np.sqrt(x) * (1 + x / 12):.6f}")
print(f"tanh(lambda)^2 = {np.tanh(lam) ** 2:.6f}")
print("ansatz solved numerically: ln A = %.6f, b = %.6f, |lambda| = %.6f"
      % (abs(solved[0]), solved[1], abs(solved[2])))
plus = np.diag(expm(-x * charge / 2 + lam * spin))
minus = np.diag(expm(-x * charge / 2 - lam * spin))
target = np.diag(expm(-x * n_up @ n_dn))
print("state: factor s=+1, factor s=-1, their mean, exp(-x n_up n_dn)")
for name, k in (("empty", 0), ("up", 2), ("down", 1), ("double", 3)):
    print(f"{name}: {plus[k]:.6f}, {minus[k]:.6f}, "
          f"{(plus[k] + minus[k]) / 2:.6f}, {target[k]:.6f}")
naive_single = np.exp(-x / 2) * np.cosh(np.sqrt(x))
print(f"singly occupied mean if lambda = sqrt(x): {naive_single:.6f}")
print(f"two sites: mu = {mu:.3f} t, beta = {beta:.3f} 1/t, slices = {n_slices}")
print(f"number of field configurations = {len(labels)}")
print(f"Z from the field sum = {Z_fields:.8f}")
print(f"Z from the sliced Fock trace = {Z_sliced:.8f}")
print(f"Z without slicing = {Z_exact:.8f}")
print(f"smallest weight (up trace times down trace) = {weights.min():.6f}")
print(f"largest weight = {weights.max():.6f}")
print(f"number of negative weights = {(weights < 0).sum()}")
print(f"spin correlation <m1 m2> in a slice = {spin_corr:.6f}")
print(f"field correlation <s1 s2> in a slice = {field_corr:.6f}")
for n in (8, 16):
    print(f"relative error of Z, {n} slices, right lambda = {100 * err[n]:.4f} %")
for n in (8, 16):
    print(f"relative error of Z, {n} slices, sqrt(x) = {100 * bad[n]:.4f} %")
print(f"error ratio, 16 to 32 slices, right lambda = {ratio_sliced:.4f}")
print(f"error ratio, 64 to 128 slices, sqrt(x) = {ratio_naive:.4f}")
print("finished without a failed check")
```

Printed output:

```
hopping t = 1.000 (unit of energy)
repulsion U = 4.000 t
time step dtau = 0.1250 1/t
x = dtau U = 0.5000 (dimensionless)
cosh(lambda) = exp(x/2) = 1.284025
lambda = 0.736905
sqrt(x) = 0.707107
sqrt(x)(1 + x/12) = 0.736570
tanh(lambda)^2 = 0.393469
ansatz solved numerically: ln A = 0.000000, b = -0.250000, |lambda| = 0.736905
state: factor s=+1, factor s=-1, their mean, exp(-x n_up n_dn)
empty: 1.000000, 1.000000, 1.000000, 1.000000
up: 1.627271, 0.372729, 1.000000, 1.000000
down: 0.372729, 1.627271, 1.000000, 1.000000
double: 0.606531, 0.606531, 0.606531, 0.606531
singly occupied mean if lambda = sqrt(x): 0.981750
two sites: mu = 1.000 t, beta = 1.000 1/t, slices = 8
number of field configurations = 65536
Z from the field sum = 59.59501247
Z from the sliced Fock trace = 59.59501247
Z without slicing = 59.34753641
smallest weight (up trace times down trace) = 5.155945
largest weight = 22101.562371
number of negative weights = 0
spin correlation <m1 m2> in a slice = -0.123590
field correlation <s1 s2> in a slice = -0.048629
relative error of Z, 8 slices, right lambda = 0.4170 %
relative error of Z, 16 slices, right lambda = 0.1045 %
relative error of Z, 8 slices, sqrt(x) = -19.9426 %
relative error of Z, 16 slices, sqrt(x) = -11.2829 %
error ratio, 16 to 32 slices, right lambda = 3.9973
error ratio, 64 to 128 slices, sqrt(x) = 1.9644
finished without a failed check
```
